\section*{Microcanonical and canonical variational rates for barrierless disilane dissociation}

Someone computing the rate of $\mathrm{Si_2H_6}\to 2\,\mathrm{SiH_3}$ must decide whether partition functions along the dissociation path are enough, or whether sums of states are needed at every energy. Partition functions suffice to choose one dividing surface for each temperature, which is canonical variational theory (CVT). Sums of states allow a different surface at each energy, which is microcanonical variational theory ($\mu$VT). The second choice cannot give the larger thermal rate, provided that both calculations use the same states, the same reactant partition function and the same set of surfaces, and that the reactant has a Boltzmann population.

Let $R$ be the distance between the mass centres of the two silyl fragments, and let each dividing surface be a surface of constant $R$. Measure $E$ from separated fragments in their ground states. If $D_0$ is the bond energy from the reactant ground state, the same molecule has energy $E+D_0$ above that ground state. The potential has no barrier above the separated fragments, so the position of the bottleneck must be found from the number of accessible states.

The momentum $P$ conjugate to $R$ contributes $P^2/(2\mu)$ to the energy, with constant reduced mass $\mu$. Let $\rho^\ddagger(\varepsilon,R)$ be the density of states of all other motions at fixed $R$, the potential included. The outward flux at energy $E$ is
\begin{align}
F(E,R)&=\frac1h\int_0^\infty dP\,\frac P\mu\,
\rho^\ddagger\!\left(E-\frac{P^2}{2\mu},R\right)\nonumber\\
&=\frac1h\int_{-\infty}^{E}\rho^\ddagger(\varepsilon,R)\,d\varepsilon
=\frac{W(E,R)}h .
\end{align}
The second line uses $\varepsilon=E-P^2/(2\mu)$, for which $d\varepsilon=-(P/\mu)\,dP$; reversing the limits removes the minus sign. Here $W$ is the sum of states on the surface. Division by the reactant density of states $\rho(E)$ gives $k(E,R)=W(E,R)/[h\rho(E)]$.

In the high-pressure limit collisions maintain the population $\rho(E)e^{-(E+D_0)/kT}/Q$, where $Q$ is the reactant partition function measured from its ground state. Averaging $k(E,R)$ over it cancels $\rho$:
\begin{equation}
k(T,R)=\frac{e^{-D_0/kT}}{hQ}\int W(E,R)e^{-E/kT}\,dE .
\label{thermal}
\end{equation}
The integral starts where $W$ becomes nonzero, which can lie below $E=0$. To recover the canonical expression, integrate by parts with $\partial W/\partial E=\rho^\ddagger$. The boundary terms vanish, at the lower end because $W=0$ and at the upper end because the exponential outweighs the growth of $W$. Hence
\begin{align}
\int W e^{-E/kT}dE&=kT\int\rho^\ddagger e^{-E/kT}dE
=kT\,Q^\ddagger(T,R)e^{-V(R)/kT},\nonumber\\
k(T,R)&=\frac{kT}{h}\frac{Q^\ddagger(T,R)}{Q}
e^{-[D_0+V(R)]/kT}.
\label{canonical}
\end{align}
The potential $V(R)$ is negative for attraction and tends to zero at large $R$; $Q^\ddagger$ is measured from $V(R)$ and excludes motion along $R$.

Let $R$ run only over surfaces that separate reactant from products, stretched beyond the reactant equilibrium distance; the inner repulsive wall is excluded. Define $W_{\min}(E)=\inf_R W(E,R)$ and
\begin{align}
k_{\rm CVT}(T)&=\inf_R k(T,R),\\
k_{\mu{\rm VT}}(T)&=\frac{e^{-D_0/kT}}{hQ}
\int W_{\min}(E)e^{-E/kT}dE .
\end{align}
For every energy and every surface, $W_{\min}(E)\le W(E,R)$. The Boltzmann factor and the prefactor are positive, so multiplying by them and integrating preserves the inequality:
\begin{equation}
k_{\mu{\rm VT}}(T)\le k(T,R)\quad\text{for every }R .
\end{equation}
The left side is therefore a lower bound to the whole set of numbers $k(T,R)$, and cannot exceed their greatest lower bound:
\begin{equation}
k_{\mu{\rm VT}}(T)\le k_{\rm CVT}(T).
\label{theorem}
\end{equation}
The shape of the potential has not entered this argument. The absence of a barrier matters for the size of the difference, because it lets the bottleneck move.

If the canonical minimum is attained at $R_*$, subtraction gives
\begin{equation}
k_{\rm CVT}-k_{\mu{\rm VT}}=
\frac{e^{-D_0/kT}}{hQ}\int
[W(E,R_*)-W_{\min}(E)]e^{-E/kT}dE .
\label{gap}
\end{equation}
The integrand is nonnegative. Equality then holds if and only if $R_*$ minimises $W$ at almost every energy.

The lower rate is also the better one in classical mechanics. A trajectory that goes from reactant to products must cross every separating surface outward at least once. The outward flux through any surface is thus at least the reactive flux at that energy, and this remains so after minimisation over $R$. For an equilibrated classical reactant, $k_{\rm reactive}\le k_{\mu{\rm VT}}\le k_{\rm CVT}$. Recrossing is what separates the first two. With quantised vibrations, as used below, the comparison with the reactive rate is no longer a strict bound, while (\ref{theorem}) still holds for the chosen $W$.

The canonical surface is a compromise between energies. At an interior minimum the derivative of (\ref{thermal}) vanishes, so
\begin{equation}
0=\int\frac{\partial W}{\partial R}\bigg|_{R_*}e^{-E/kT}dE
=\int W(E,R_*)\frac{\partial\ln W}{\partial R}\bigg|_{R_*}
e^{-E/kT}dE ,
\end{equation}
with the last integral taken where $W>0$. The logarithmic slope averages to zero over the flux, although it need not vanish at each energy.

Let $R_E$ be a regular microcanonical minimum, where $\partial_R\ln W(E,R_E)=0$ and $\partial_R^2\ln W>0$. Differentiating the first condition with respect to $E$ gives
\begin{equation}
\frac{\partial^2\ln W}{\partial E\,\partial R}
+\frac{\partial^2\ln W}{\partial R^2}\frac{dR_E}{dE}=0,
\qquad
\frac{dR_E}{dE}=-\frac{\partial_E\partial_R\ln W}
{\partial_R^2\ln W}.
\end{equation}
The bottleneck moves inward with energy when the mixed derivative is positive. A simple case is $W=g(R)[E-V(R)]^n$, where $g$ grows as the fragments become freer to rotate. Then
\begin{equation}
\partial_R\ln W=\frac{g'}g-\frac{nV'}{E-V},\qquad
\partial_E\partial_R\ln W=\frac{nV'}{(E-V)^2}.
\end{equation}
On the attractive outer part of the potential $V'>0$, so the mixed derivative is positive. Stretching the bond costs available energy but loosens the rotations. The energy cost matters less when more energy is present, and the balance is then reached at shorter $R$.

For small displacements the difference between the rates is of second order. With $\kappa_E=\partial_R^2\ln W$ at $R_E$, a Taylor expansion has no linear term, so
\begin{equation}
\frac{W(E,R_*)}{W_{\min}(E)}\simeq
1+\frac{\kappa_E}{2}(R_*-R_E)^2 .
\end{equation}
Averaging with weight $W_{\min}e^{-E/kT}$ gives $k_{\rm CVT}/k_{\mu{\rm VT}}\simeq1+\frac12\langle\kappa_E(R_*-R_E)^2\rangle$. This estimate fails near $E=0$, where $R_E$ moves far outward. Below $E=0$ the infimum of $W$ is zero: at sufficiently large $R$ the potential exceeds $E$ and no state remains. A surface at finite $R$ still counts states between $V(R)$ and zero, although they cannot dissociate.

A model of disilane illustrates the size of the effect. Its parameters are rough, rounded molecular values. The bond energy is $D_0=3.20$ eV and the attraction is
\begin{equation}
V(R)=D_e\{[1-e^{-a(R-R_e)}]^2-1\},
\end{equation}
with $D_e=3.36$ eV, $a=12.94\ \mathrm{nm^{-1}}$ and $R_e=0.2441$ nm. The well is deeper than $D_0$ by the zero-point energy of the modes lost on dissociation. These are the Si--Si stretch at 0.055 eV, the torsion at 0.015 eV, and four rocking modes, two at 0.080 eV and two at 0.045 eV; half their sum is 0.16 eV. Twelve conserved vibrations keep the same energies in reactant and fragments: six at 0.270 eV, four at 0.115 eV and two at 0.105 eV.

Each fragment tilts in the potential $U(R)(1-\cos\theta)/2$, where $U$ decays as $e^{-10(R-R_e)}$ with distances in nm. For tilt constant $B$, the classical partition function is
\begin{align}
q_{\rm tilt}&=\frac{kT}{B}\,\frac12\int_0^\pi
\sin\theta\,e^{-U(1-\cos\theta)/(2kT)}d\theta\nonumber\\
&=\frac{kT}{B}\int_0^1e^{-Uu/kT}du
=\frac{(kT)^2}{BU}\left(1-e^{-U/kT}\right),
\end{align}
with $u=(1-\cos\theta)/2$. For $U\ll kT$ it becomes the free-rotor value $kT/B$. For $U\gg kT$ it becomes $(kT)^2/(BU)$, the result for two classical oscillators of quantum $\sqrt{BU}$. Setting that quantum equal to the mean rocking energy, 0.0625 eV, with $B=0.5841$ meV fixes $U(R_e)=6.69$ eV.

The two axial rotations each contribute $\sqrt{\pi kT/A}$, and orbital rotation contributes $kT/B_o$, where $B_o=\hbar^2/(2\mu R^2)$. The symmetry number is $3\times3\times2=18$ for two equivalent fragments. The product for these transitional motions is
\begin{equation}
q_{\rm tr}=C(kT)^6(1-e^{-U/kT})^2,\qquad
C=\frac{\pi}{18AB_oB^2U^2}.
\end{equation}
The transform of a sum of states is $kTq_{\rm tr}$. Expanding the square and using
\begin{equation}
\int_b^\infty\frac{(\varepsilon-b)^6}{6!}e^{-\varepsilon/kT}
d\varepsilon=(kT)^7e^{-b/kT}
\end{equation}
for $b=0,U,2U$ gives
\begin{equation}
W_{\rm tr}(\varepsilon)=\frac C{6!}
\left[\varepsilon_+^6-2(\varepsilon-U)_+^6
+(\varepsilon-2U)_+^6\right],
\end{equation}
where $x_+=\max(x,0)$. If $\varepsilon_n$ are the energies of the conserved vibrational states, then $W(E,R)=\sum_n W_{\rm tr}(E-V-\varepsilon_n)$.

At 900 K, $kT=0.07756$ eV and the canonical minimum lies at $R_*=0.5446$ nm, where $V=-0.1360$ eV and $U=0.3311$ eV. The tilt partition function is
\begin{equation}
q_{\rm tilt}=\frac{(0.07756)^2}
{(5.841\times10^{-4})(0.3311)}(1-e^{-4.27})\simeq30.7 .
\end{equation}
The other factors are $kT/B_o\simeq1.71\times10^4$, $\pi kT/A\simeq695$ for $A=0.3505$ meV, and 6.14 for the conserved vibrations. Thus
\begin{equation}
Q^\ddagger\simeq\frac{6.14(30.7)^2(1.71\times10^4)(695)}{18}
\simeq3.8\times10^9 .
\end{equation}
The reactant has $Q=1.97\times10^7$, from quantum vibrations and classical rotation with symmetry number 6. With $kT/h\simeq1.88\times10^{13}\ \mathrm{s^{-1}}$, equation (\ref{canonical}) gives
\begin{equation}
k_{\rm CVT}\simeq(1.88\times10^{13})(194)e^{-3.064/0.07756}
\simeq0.025\ \mathrm{s^{-1}} .
\end{equation}
Minimising the counted states at each energy gives $k_{\mu{\rm VT}}=0.0237\ \mathrm{s^{-1}}$. The ratio $k_{\mu{\rm VT}}/k_{\rm CVT}$ is 0.939, a reduction of about 6\% relative to CVT. It is 0.928 at 700 K and 0.945 at 1100 K, while $R_*$ shrinks from 0.564 to 0.529 nm.

The energy-dependent minimum moves from 0.636 nm at 0.1 eV to 0.548 nm at 0.5 eV and 0.476 nm at 2.0 eV. It passes $R_*$ between 0.5 and 0.6 eV. At $R_*$ the slope $\partial_R\ln W$ is $-13.9\ \mathrm{nm^{-1}}$ at 0.2 eV and $+7.3\ \mathrm{nm^{-1}}$ at 2.0 eV, whereas its flux average is $-7\times10^{-4}\ \mathrm{nm^{-1}}$, zero to numerical accuracy. Energies between zero and the crossing supply 52\% of the gap in (\ref{gap}), and those above it 47\%. States below the dissociation limit supply about 0.6\%, so here the gap comes almost entirely from the motion of the bottleneck above threshold.

Two altered cases test the conditions of the result. In the first, $U$ and $B_o$ are held constant and the potential is replaced by a barrier with its top at 0.50 nm. Since $W$ then depends on $R$ through $E-V(R)$ alone, the top minimises $W$ at every energy, and the computed ratio is 1.000000. In the second, the disilane potential is restored but the microcanonical search is confined to $R\ge0.80$ nm, while CVT keeps the full range from 0.34 to 1.30 nm. The ratio rises to 5.4. The inequality fails because the two theories no longer share the same surfaces.

Angular momentum allows a further minimisation. If $W=\sum_LW_L$ and the orbital quantum number $L$ is conserved, then $\inf_RW_L\le W_L(R)$ for each $L$. Summing over $L$ and then minimising the right side gives
\begin{equation}
\sum_L\inf_RW_L(E,R)\le\inf_R\sum_LW_L(E,R).
\end{equation}
In the model the computed ratio to $k_{\mu{\rm VT}}$ at 900 K is 0.986. The sum was taken in steps of 20 in $L$ with weight $2L$, which makes it too small by a fraction of about $(20^2/6)/(kT/B_o)\simeq0.4\%$. The further reduction is therefore about 1\%. The hindering potential exchanges angular momentum between orbital and fragment rotation, so this number indicates a scale and does not replace a calculation at fixed total angular momentum.

At finite pressure the reactant population is depleted at energies where dissociation competes with collisions. Suppose first that the silyl channel is the only one. In the strong-collision model with collision frequency $\omega$, $W$ in (\ref{thermal}) is replaced by
\begin{equation}
G(W)=\frac{\omega W}{\omega+W/(h\rho)},\qquad
\frac{dG}{dW}=\frac{\omega^2}{[\omega+W/(h\rho)]^2}>0 .
\end{equation}
Since $G$ increases with $W$, the smallest $W$ still gives the smallest integrand, and the inequality survives for every fixed surface. As $\omega\to\infty$, $G\to W$. As $\omega\to0$, $G/\omega\to h\rho$ wherever $W>0$. The microcanonical rate then counts collisional activation above $E=0$, and a fixed surface counts it above $V(R)$. Moving that surface outward makes the two agree, so in this limit the advantage over the best single surface disappears.

For 10 Torr of $\mathrm{H_2}$ at 900 K, with a rough collision diameter of 0.45 nm, $\omega=2.1\times10^8\ \mathrm{s^{-1}}$. With the silyl channel alone, the microcanonical rate falls to $0.0176\ \mathrm{s^{-1}}$, which is 74\% of its high-pressure value. Its ratio to the rate through the high-pressure surface $R_*$ is 0.950, and to that through the best single surface at this pressure 0.959. These numbers show the effect of fall-off in a single-channel model and do not predict the silyl rate in disilane at 10 Torr. There the formation of silylene, with a threshold near 2.3 eV, depletes the same energies. Its rate can be estimated as $k_s(E)=A_s\,\rho(E-2.3\ \mathrm{eV})/\rho(E)$ and added to $W/(h\rho)$ in the denominator of $G$. For $A_s$ between $10^{14}$ and $10^{16}\ \mathrm{s^{-1}}$, the silyl rate then drops to between 23\% and 0.4\% of its high-pressure value. These percentages hold for strong collisions only, and weaker ones reduce the rate much further. If the downward energy transfers are distributed exponentially with a mean of 0.05 to 0.10 eV, the 23\% found for $A_s=10^{14}\ \mathrm{s^{-1}}$ becomes roughly 0.1 to 1\%.

These temperatures and this pressure lie within the range used for silicon chemical vapour deposition, but the calculated rate is not the total loss rate of disilane. The channel $\mathrm{Si_2H_6}\to\mathrm{SiH_2}+\mathrm{SiH_4}$ has a lower threshold, roughly 2.3 eV. With equal prefactors its Boltzmann advantage at 900 K is $e^{(3.2-2.3)/0.07756}\simeq10^5$. The prefactors differ in reality, so this is a scale and not a branching ratio, but silylene formation dominates ordinary thermal decomposition. The silyl channel forms radicals directly, but their influence on the gas chemistry is not examined here. Reactions at the growing surface lie outside the model.

The uncertainty of the absolute rate far exceeds the variational correction. Lowering $D_0$ by 0.1 eV with $V(R)$ held fixed multiplies the rate at 900 K by 3.6; if the well depth and the Morse range follow $D_0$, the factor is 3.1. Changing the hindering decay from 10 to 8 or $12\ \mathrm{nm^{-1}}$ multiplies the rate at 900 K by about 0.3 or 2.9, while $k_{\mu{\rm VT}}/k_{\rm CVT}$ only becomes 0.939 or 0.959. Quantum levels of one tilt at $R_*$ change its partition function by 0.1\%. Anharmonicity and changes in the conserved vibrations along the path are not sized. The bottleneck also lies in the far tail of a Morse curve fixed at the equilibrium geometry, where this form is probably too attractive: at $R_*$ it gives $-0.136$ eV, whereas a small-basis CASSCF(2,2)/NEVPT2 energy for rigid, face-to-face fragments is about $-0.03$ eV. The bottleneck distances, the absolute rate and the 6\% gap therefore belong to the model and need a computed potential before they are applied to disilane. For this model in the high-pressure limit, partition functions are therefore adequate when an error of 5 to 8\% relative to CVT is acceptable between 700 and 1100 K. Fall-off requires rate constants at each energy, which sums of states supply. Once these sums are available, minimising them at each energy gives the lower rate without further electronic-structure calculations, provided that the computed path already covers the distances over which the bottleneck moves. The numerical output lists the values for all three temperatures.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS AND DERIVED MODEL PARAMETERS
Bond energy D0 = 3.20 eV; Morse depth = 3.36 eV
Equilibrium mass-centre distance = 0.2441 nm
Morse range parameter = 12.94 1/nm
Hindering decay parameter = 10.0 1/nm
Hindering U at equilibrium = 6.69 eV
SiH3 tilt constant B = 0.5841 meV; axial A = 0.3505 meV
Surface search range = 0.34 to 1.30 nm
THERMAL RATES, HIGH-PRESSURE LIMIT
T = 700 K: R* = 0.5641 nm, k_cvt = 2.1064e-07 1/s
  k_mu = 1.9539e-07 1/s, k_mu/k_cvt = 0.9276
T = 900 K: R* = 0.5446 nm, k_cvt = 2.5256e-02 1/s
  k_mu = 2.3710e-02 1/s, k_mu/k_cvt = 0.9388
T = 1100 K: R* = 0.5291 nm, k_cvt = 3.9434e+01 1/s
  k_mu = 3.7282e+01 1/s, k_mu/k_cvt = 0.9454
DETAILS AT 900 K
kT = 0.07756 eV; reactant Q = 1.9716e+07
V(R*) = -0.1360 eV; U(R*) = 0.3311 eV
Energy 0.1 eV: W is least at R = 0.636 nm
Energy 0.2 eV: W is least at R = 0.596 nm
Energy 0.5 eV: W is least at R = 0.548 nm
Energy 1.0 eV: W is least at R = 0.512 nm
Energy 2.0 eV: W is least at R = 0.476 nm
d lnW/dR at R*, E = 0.2 eV: -13.93 1/nm
d lnW/dR at R*, E = 2.0 eV: 7.30 1/nm
Flux-averaged d lnW/dR at R* = -7.3e-04 1/nm
Bottleneck passes R* at E = 0.525 eV
Share of gap from E < 0: 0.55 %
Share from 0 to crossing energy: 52.14 %
Share above crossing energy: 47.31 %
Fixed-bottleneck control: k_mu/k_cvt = 1.000000
Microcanonical search only beyond 0.80 nm: ratio = 5.411
SIZE OF NEGLECTED EFFECTS AT 900 K
Quantum/classical tilt partition = 1.00101
L-resolved rate/k_mu (L taken as conserved) = 0.9863
H2 pressure = 10 Torr; diameter = 0.45 nm
Collision frequency = 2.132e+08 1/s
Fall-off microcanonical rate = 1.7580e-02 1/s
Fall-off rate/high-pressure k_mu = 0.7415
Fall-off ratio to surface R* = 0.9499
Fall-off ratio to best single surface = 0.9590
Hindering decay 8 1/nm: k_mu/k_cvt = 0.9393
Hindering decay 12 1/nm: k_mu/k_cvt = 0.9593
Rate factor for 0.1 eV lower bond energy = 3.63
Rough SiH2 + SiH4 threshold = 2.3 eV
Its Boltzmann advantage, equal prefactors = 1.1e+05
\end{verbatim}
